# Band-Projected Interactions: Folding, Embedding and Gauge Invariance

## One cell, one momentum

Take a one-dimensional crystal with two pointlike orbitals per cell, A at $0$ and B at $\tau=a/2$, and close it into a ring of a single cell. The only crystal momentum is $k=0$, and a band state has amplitudes $u=(u_A,u_B)$. Its charge is $|u_A|^2$ at the origin and $|u_B|^2$ at $\tau$. The Fourier component of this charge at a reciprocal vector $G$ is therefore

$$\rho_G=|u_A|^2+e^{-iG\tau}|u_B|^2 ,$$

which for $G=2\pi/a$ equals $|u_A|^2-|u_B|^2$.

Suppose a code calculates this as an overlap $\langle u(k)|u(k+G)\rangle$. There are two tempting ways to do so.

- Since $k+G$ is the same momentum as $k$, use the same vector. The result is $\langle u|u\rangle=1$ for every $G$: all charge has been moved to the origin.
- Diagonalize the Bloch matrix again at $k+G$. With orbital positions in the Bloch phases, as below, this returns the correct vector $(u_A,e^{-iG\tau}u_B)$ times an arbitrary phase $e^{i\chi_G}$. The result is $e^{i\chi_G}\rho_G$. If $\chi_G=Gd$, the charge is merely translated rigidly; if $\chi_G$ is arbitrary, its shape is scrambled.

The first method loses the positions inside the cell, the second loses a phase. A sound scheme must keep both.

## What a vector outside the zone must be

Consider now a two-dimensional torus of $N_k=N_1N_2$ cells and area $A$, with orbitals at $\mathbf r=\mathbf R+\boldsymbol\tau_a$. One band is isolated from the others by a gap. Its Bloch states are

$$\psi_{\mathbf k}(\mathbf R,a)=\frac{1}{\sqrt{N_k}}\,e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_a)}u_a(\mathbf k),\qquad \sum_a|u_a|^2=1 .$$

With hopping $t_{ab}(\mathbf R)$ from orbital $b$ in cell $\mathbf R$ to orbital $a$ in cell $0$, the Bloch matrix is

$$h_{ab}(\mathbf k)=\sum_{\mathbf R}t_{ab}(\mathbf R)\,e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_b-\boldsymbol\tau_a)} .$$

Because $e^{i\mathbf G\cdot\mathbf R}=1$, a shift by $\mathbf G$ leaves only $e^{i\mathbf G\cdot(\boldsymbol\tau_b-\boldsymbol\tau_a)}$. Hence

$$h(\mathbf k+\mathbf G)=W(\mathbf G)h(\mathbf k)W(\mathbf G)^\dagger,\qquad W_{aa}(\mathbf G)=e^{-i\mathbf G\cdot\boldsymbol\tau_a}.$$

For a nondegenerate band, a freshly computed eigenvector must obey

$$\tilde u(\mathbf p+\mathbf G)=e^{i\chi_{\mathbf G}(\mathbf p)}W(\mathbf G)\tilde u(\mathbf p). \tag{1}$$

The operator $c_{\mathbf p}$ annihilates one definite orbital $\psi_{\mathbf p}$. If $\mathbf p+\mathbf G$ is to label that same orbital, then $\psi_{\mathbf p+\mathbf G}=\psi_{\mathbf p}$, which requires $\chi=0$. This is the meaning of a periodic gauge here: the orbital is periodic in momentum, while $u$ still changes by $W$.

## The form factor

The density $\rho_{\mathbf q}=\sum_{\mathbf r}e^{-i\mathbf q\cdot\mathbf r}n_{\mathbf r}$ has band matrix elements

$$\langle\psi_{\mathbf k}|e^{-i\mathbf q\cdot\mathbf r}|\psi_{\mathbf p}\rangle
=\frac1{N_k}\sum_{\mathbf R,a}e^{i(\mathbf p-\mathbf k-\mathbf q)\cdot(\mathbf R+\boldsymbol\tau_a)}u_a^*(\mathbf k)u_a(\mathbf p).$$

The cell sum vanishes unless $\mathbf k+\mathbf q=\mathbf p+\mathbf G$. When this holds, the sum over $\mathbf R$ gives $N_k$, and the remaining exponent is $-i\mathbf G\cdot\boldsymbol\tau_a$. Thus

$$\rho_{\mathbf q}=\sum_{\mathbf k}F(\mathbf k,\mathbf q)c_{\mathbf k}^\dagger c_{\mathbf p},\qquad
F(\mathbf k,\mathbf q)=\langle u(\mathbf k)|W(\mathbf G)|u(\mathbf p)\rangle, \tag{2}$$

where $\mathbf p$ is the stored representative of $\mathbf k+\mathbf q$.

Some codes put only $e^{i\mathbf k\cdot\mathbf R}$ in the Bloch phase and use the coefficients $w_a(\mathbf k)=e^{i\mathbf k\cdot\boldsymbol\tau_a}u_a(\mathbf k)$. Substitution gives

$$\sum_a w_a^*(\mathbf k)e^{-i\mathbf q\cdot\boldsymbol\tau_a}w_a(\mathbf p)
=\sum_a u_a^*(\mathbf k)e^{-i(\mathbf k+\mathbf q-\mathbf p)\cdot\boldsymbol\tau_a}u_a(\mathbf p)=F(\mathbf k,\mathbf q).$$

The embedding has moved into $e^{-i\mathbf q\cdot\boldsymbol\tau_a}$, with the full $\mathbf q$; it has not disappeared.

A plane-wave basis has the same structure. Write $\psi_{\mathbf k}=A^{-1/2}\sum_{\mathbf K}u_{\mathbf K}(\mathbf k)e^{i(\mathbf k+\mathbf K)\cdot\mathbf r}$, with $\mathbf K$ a reciprocal vector and $\sum_{\mathbf K}|u_{\mathbf K}|^2=1$. Matching exponents in the matrix element requires $\mathbf k+\mathbf K=\mathbf p+\mathbf K'-\mathbf q$, so $\mathbf K'=\mathbf K+\mathbf G$ and

$$F(\mathbf k,\mathbf q)=\sum_{\mathbf K}u^*_{\mathbf K}(\mathbf k)u_{\mathbf K+\mathbf G}(\mathbf p).$$

The embedding is now an index shift. With a finite basis it loses components at the edge, so the cutoff must be converged.

## From density to interaction

Let spinless fermions interact through $v(\mathbf r)$, which depends on separation alone. On the torus the pair potential is the image sum $v_T(\mathbf r)=\sum_{\mathbf L}v(\mathbf r+\mathbf L)$ over torus translations. Its Fourier coefficient is an integral over one torus area, and the image sum extends that integral to the whole plane:

$$\frac1A\int_A v_T(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r=\frac{v(\mathbf q)}A,
\qquad v_T(\mathbf r)=\frac1A\sum_{\mathbf q}v(\mathbf q)e^{i\mathbf q\cdot\mathbf r}.$$

Inserting this into $\tfrac12\sum_{\mathbf r\ne\mathbf r'}v_T(\mathbf r-\mathbf r')n_{\mathbf r}n_{\mathbf r'}$ and projecting gives

$$H=\frac1{2A}\sum_{\mathbf q}v(\mathbf q):\rho_{\mathbf q}^\dagger\rho_{\mathbf q}: . \tag{3}$$

The colons put creation operators to the left and thereby remove the self-interaction. The sum runs over all torus wave vectors, not one Brillouin zone. Two vectors $\mathbf q$ and $\mathbf q+\mathbf G$ connect the same stored momenta, but their form factors generally differ, because they resolve the cell differently. They coincide when $W(\mathbf G)$ is the identity, as for $\mathbf G=\mathbf b_1-\mathbf b_2$ in the honeycomb example below.

Ordering matters after projection. From $c_{\mathbf k}c_{\mathbf k'}^\dagger=\delta_{\mathbf k\mathbf k'}-c_{\mathbf k'}^\dagger c_{\mathbf k}$,

$$\rho_{\mathbf q}^\dagger\rho_{\mathbf q}=:\rho_{\mathbf q}^\dagger\rho_{\mathbf q}:+\sum_{\mathbf k}|F(\mathbf k,\mathbf q)|^2c_{\mathbf p}^\dagger c_{\mathbf p}. \tag{4}$$

The last term is a one-body energy that can depend on momentum. Dropping the colons can therefore add a dispersion.

Equation (3) is the interaction projected to this band with the other band empty. Band dispersion is dropped here, and so are virtual transitions to the other band. A filled band below would add a one-body mean field from its charge and exchange.

## Why stored phases cannot matter

Change each stored vector by an unrelated phase, $u'(\mathbf k)=e^{i\theta_{\mathbf k}}u(\mathbf k)$. Equation (2) gives $F'=e^{i(\theta_{\mathbf p}-\theta_{\mathbf k})}F$. Define $S=\exp(-i\sum_{\mathbf k}\theta_{\mathbf k}n_{\mathbf k})$, for which

$$Sc_{\mathbf k}^\dagger S^\dagger=e^{-i\theta_{\mathbf k}}c_{\mathbf k}^\dagger,\qquad Sc_{\mathbf p}S^\dagger=e^{i\theta_{\mathbf p}}c_{\mathbf p}.$$

Therefore $\rho'_{\mathbf q}=S\rho_{\mathbf q}S^\dagger$ with the same $S$ for every $\mathbf q$. Normal ordering is unaffected by these phase factors, so $H'=SHS^\dagger$. Between occupation states $I$ and $J$,

$$H'_{IJ}=e^{-i\theta_I}H_{IJ}e^{i\theta_J},\qquad \theta_I=\sum_{\mathbf k\in I}\theta_{\mathbf k}.$$

This is a unitary change, and the spectrum is invariant. Smoothness was never used: the stored phases may be random.

The choice of representatives is equally free. Replace $\mathbf p$ by $\mathbf p+\mathbf G_0$ and $u(\mathbf p)$ by $W(\mathbf G_0)u(\mathbf p)$. The folding vector becomes $\mathbf G-\mathbf G_0$, and $W(\mathbf G-\mathbf G_0)W(\mathbf G_0)=W(\mathbf G)$. If the left momentum $\mathbf k$ is moved instead, the folding vector becomes $\mathbf G+\mathbf G_0$, and $W(\mathbf G_0)^\dagger W(\mathbf G+\mathbf G_0)=W(\mathbf G)$. In both cases $F$ is unchanged.

## The first fault: omitting the embedding

Without $W$ one has $F_0=\langle u(\mathbf k)|u(\mathbf p)\rangle$. Under new phases $F_0$ acquires the same factor $e^{i(\theta_{\mathbf p}-\theta_{\mathbf k})}$ as $F$. The wrong spectrum is thus fully phase invariant, and randomizing phases cannot detect the fault.

Nor can the reversal relation that a density must satisfy, $\rho_{-\mathbf q}=\rho_{\mathbf q}^\dagger$. Since $\mathbf p-\mathbf q=\mathbf k-\mathbf G$, the correct form factor obeys

$$F(\mathbf p,-\mathbf q)=\langle u(\mathbf p)|W(-\mathbf G)|u(\mathbf k)\rangle=F(\mathbf k,\mathbf q)^* . \tag{5}$$

But $\langle u(\mathbf p)|u(\mathbf k)\rangle=F_0^*$ as well. What can expose the omission is a change of representatives that moves some momenta and leaves others in place. When only one of $\mathbf k$ and $\mathbf p$ moves, $F_0$ acquires a factor $W(\mathbf G_0)$ inside the overlap, with nothing to cancel it. Moving all representatives by the same $\mathbf G_0$ reveals nothing, because the two factors cancel; nor does a $\mathbf G_0$ for which $W$ is a multiple of the identity, since that only changes stored phases.

There is a harmless limit. If all orbitals sit at one point $\boldsymbol\tau_0$, then $W=e^{-i\mathbf G\cdot\boldsymbol\tau_0}$ is a number and $F_0=e^{i\mathbf G\cdot\boldsymbol\tau_0}F$. The next section shows that such a factor leaves the spectrum intact.

## The second fault: using vectors outside the stored zone

Now take $\tilde F=\langle\tilde u(\mathbf k)|\tilde u(\mathbf k+\mathbf q)\rangle$ from a table over the extended momentum plane, while the operator is still $c_{\mathbf p}$. By (1),

$$\tilde F(\mathbf k,\mathbf q)=e^{i\chi_{\mathbf G}(\mathbf p)}F(\mathbf k,\mathbf q). \tag{6}$$

Every modulus is right. Products of form factors in (3) can nevertheless acquire relative phases that no relabelling of $c_{\mathbf k}$ removes. Writing the interaction as $\tilde\rho_{\mathbf q}^\dagger\tilde\rho_{\mathbf q}$ keeps it Hermitian and hides the fault. Relation (5) is more revealing: it requires $\chi_{-\mathbf G}(\mathbf k)=-\chi_{\mathbf G}(\mathbf p)$ modulo $2\pi$ wherever $F\neq0$. A violation shows that the form factors are inconsistent, but the condition does not decide the spectrum. It is not sufficient: a mismatch that is odd in $\mathbf G$ and independent of $\mathbf p$ passes it even when it is not linear in $\mathbf G$. Nor is it strictly necessary: a violation confined to wave vectors where $v(\mathbf q)$ is negligible leaves the spectrum intact, and so does a phase that depends on $\mathbf q$ alone, since it cancels in $\tilde\rho_{\mathbf q}^\dagger\tilde\rho_{\mathbf q}$.

Not every nonperiodic gauge is harmful. Suppose $\chi_{\mathbf G}(\mathbf p)=\mathbf G\cdot\mathbf d$ with one fixed $\mathbf d$. Since $\mathbf G=\mathbf k+\mathbf q-\mathbf p$,

$$\tilde\rho_{\mathbf q}=e^{i\mathbf q\cdot\mathbf d}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf d}F(\mathbf k,\mathbf q)c_{\mathbf k}^\dagger c_{\mathbf p}e^{-i\mathbf p\cdot\mathbf d}
=e^{i\mathbf q\cdot\mathbf d}U\rho_{\mathbf q}U^\dagger,$$

with $U=\exp(i\sum_{\mathbf k}\mathbf k\cdot\mathbf d\,n_{\mathbf k})$. The prefactor cancels in $\tilde\rho_{\mathbf q}^\dagger\tilde\rho_{\mathbf q}$, and $U$ is common to all $\mathbf q$. The spectrum is correct; the origin of position has moved by $\mathbf d$.

This happens when the B component is made real and positive everywhere. The B row of (1) reads $\tilde u_B(\mathbf p+\mathbf G)=e^{i\chi}e^{-i\mathbf G\cdot\boldsymbol\tau_B}\tilde u_B(\mathbf p)$. Both components are positive, so $\chi=\mathbf G\cdot\boldsymbol\tau_B$. The rule fails at any mesh point where $u_B=0$, since its phase is then undefined.

## A smooth gauge in a Chern band

Smoothness does not cure the second fault. Parallel transport the eigenvector along $k_2$ at $k_1=0$, then along $k_1$ from each point of that line. Here $k_1,k_2$ are reduced coordinates with period one.

Let $A_j=i\langle u|\partial_ju\rangle$ in a gauge that is periodic along $k_1$ in a narrow strip of $k_2$. Set $\tilde u=e^{i\alpha}u$. Transport demands

$$0=i\langle\tilde u|\partial_1\tilde u\rangle=A_1-\partial_1\alpha ,$$

so one circuit accumulates $\chi_{\mathbf b_1}(k_2)=\oint A_1dk_1$. With $\Omega=\partial_1A_2-\partial_2A_1$,

$$\frac{d\chi_{\mathbf b_1}}{dk_2}=\oint\partial_2A_1dk_1=\oint(\partial_1A_2-\Omega)dk_1=-\oint\Omega\,dk_1 .$$

The $\partial_1A_2$ term vanishes because $A_2$ is periodic along $k_1$. Integration over $k_2$ gives a total change $-2\pi C$, where $C=\int\Omega\,d^2k/2\pi$ is the Chern number. For $C\ne0$ the mismatch cannot equal the constant $\mathbf b_1\cdot\mathbf d$ at all $k_2$. The harmless case is therefore excluded for this gauge whenever the mesh samples values of the mismatch that differ modulo $2\pi$. A torus with a single $k_2$ row samples only one value and cannot show the fault in this way. For $C=0$ it has no net winding, but it may still vary with $k_2$.

The general cure needs no special gauge: store one vector per mesh point, whatever its phase, and fold.

## The resulting scheme

1. Diagonalize once at each of the $N_k$ representatives and keep those vectors.
2. For every torus vector $\mathbf q$ retained by the decay of $v(\mathbf q)$, fold $\mathbf k+\mathbf q=\mathbf p+\mathbf G$ in integer arithmetic and evaluate (2).
3. Add $v(\mathbf q)F^*F/2A$ to the normal-ordered two-body tensor, antisymmetrize it, and diagonalize in the occupation basis.
4. Check relation (5), then repeat with random stored phases and with some, but not all, representatives moved by reciprocal vectors for which $W$ is not a multiple of the identity. On a small system, compare with a direct real-space projection.

The last check is needed because invariance alone does not fix the potential, its normalization or the orbital positions.

## A honeycomb example

Take the Haldane model with $t_1=1$, $t_2=0.3$, sublattice energies $\pm0.2$ (all in units of $t_1$) and phase $90^\circ$. The torus has $3\times4$ cells and the lower band holds four fermions, giving filling $1/3$ and $\binom{12}{4}=495$ states. The smallest direct gap is $1.99\,t_1$ on a $24\times32$ mesh and $1.98\,t_1$ over the whole zone, and $C=-1$.

The repulsion is $v(r)=V_0e^{-r^2/2s^2}$ with $s=0.4$ lattice constants, so $v(\mathbf q)=2\pi s^2V_0e^{-s^2q^2/2}$. At the A–B distance $1/\sqrt3$ it equals $V_0e^{-(1/3)/0.32}=0.353\,V_0$. The sum contains $25\times33=825$ wave vectors. Every omitted one has $q>8\pi$, hence a Gaussian factor below $e^{-50}$.

Consider $\mathbf k=(2,1)$ in mesh steps and $\mathbf q=(1,0)$. The sum $(3,1)$ folds to $\mathbf p=(0,1)$ with $\mathbf G=\mathbf b_1$. Since $\boldsymbol\tau_B=(\mathbf a_1+\mathbf a_2)/3$, the B entry of $W$ is $e^{-2\pi i/3}=-0.500-0.866i$. With the A components real, the two contributions before embedding are (results formed from unrounded components, so the last digit can differ by one)

$$0.1541\times0.6749=0.1040,$$

$$(0.0861-0.9843i)(-0.7366+0.0442i)=-0.0199+0.7289i .$$

Their plain sum is $F_0=0.0841+0.7289i$, of modulus $0.734$. Multiplying the B term by its entry of $W$ turns it into $0.6412-0.3472i$, so $F=0.7451-0.3472i$, of modulus $0.822$. Omitting $W$ changes the modulus, which no gauge choice can repair.

The correct lowest levels are $0.0668$, $0.0819$, $0.0842$ and $0.0842\,V_0$. New phases or representatives change no level by more than about $2\times10^{-15}V_0$. In a separate test with three particles, the real-space potential was projected using explicit Slater determinants; every matrix element agreed with (3) to rounding accuracy.

Without $W$, the lowest levels are $0.1146$, $0.1149$, $0.1151$ and $0.1171\,V_0$. Three levels lie within $0.0005\,V_0$, followed by a gap of $0.0020\,V_0$. At filling $1/3$, someone looking at energies alone could mistake this for the threefold near-degeneracy sought in a fractional Chern insulator; the total momenta of the levels must be checked as well. The correct spectrum of this small torus has no such threefold cluster at its bottom. The faulty one passes the phase and reversal tests, but a centred choice of representatives moves its sorted levels by up to $0.25\,V_0$.

The smooth gauge, transported in eight steps per mesh spacing, has mismatches $69.4^\circ$, $119.8^\circ$, $227.2^\circ$, $362.3^\circ$ and $429.4^\circ$ after unwrapping, a total change of $360^\circ=-2\pi C$. Used without folding, it gives lowest levels $-0.0894$, $-0.0888$, $-0.0232$ and $-0.0188\,V_0$: a spurious close pair below a gap of $0.066\,V_0$. These numbers belong to eight steps; finer transport moves the mismatches by up to about $0.15^\circ$ and these levels by about $0.0002\,V_0$. Used with folding, the same vectors reproduce the correct spectrum.

The negative energies are themselves evidence of error. The true projected energy is an average of a nonnegative pair potential over particle configurations, so it cannot be negative. The phases in (6) leave the subtraction in (4) unchanged but alter the positive operator from which it is subtracted, and this guarantee is lost. The two random unfolded gauges also give negative lowest levels, and they disagree with each other. Positivity is not a sufficient check, however: the levels without $W$ listed above are all positive.

Finally, the B-real gauge changes individual form factors by as much as $1.731$, close to the bound $|e^{2\pi i/3}-1|=\sqrt3$ for $|F|\le1$, yet reproduces the correct spectrum to rounding accuracy. Form factors need not agree between two codes; gauge-invariant results must. The numerical output gives the remaining comparisons.

## Table of computed values

```
torus cells: 3 x 4; particles: 4; Fock states: 495
hoppings t1, t2 and mass M [t1]: 1.0 0.3 0.2
Haldane phase [degree]: 90.0
Gaussian width s [lattice constant]: 0.4
A-B distance [lattice constant]: 0.577350
pair potential at A-B distance [V0]: 0.352866
torus wave vectors q in sum: 825
smallest direct band gap on fine mesh [t1]: 1.986973
Chern number of lower band: -1.000000
winding of smooth-gauge mismatch: 1.000000
mismatch at n2=0..4 [degree]: 69.395 119.831 -132.822 2.261 69.395
wrapped example n(k), n(q), n(p), G: [2 1] [1 0] [0 1] [1 0]
u(k), A component: 0.154057 +0.000000i
u(k), B component: 0.086115 +0.984302i
u(p), A component: 0.674875 +0.000000i
u(p), B component: -0.736606 +0.044213i
W(G), B entry: -0.500000 -0.866025i
F with embedding: 0.745129 -0.347179i modulus 0.822041
F without embedding: 0.084055 +0.728851i modulus 0.733681
3-particle direct-projection error [V0]: 3.6e-16
lowest levels, correct [V0]: 0.066781 0.081941 0.084160 0.084204
lowest levels, W missing [V0]: 0.114611 0.114908 0.115108 0.117143
lowest levels, W missing, centred zone [V0]: 0.093543 0.094230 0.095251 0.097163
lowest levels, unfolded random gauge 1 [V0]: -0.034478 -0.019282 -0.019152 -0.013434
lowest levels, unfolded random gauge 2 [V0]: -0.003639 -0.001828 0.003591 0.005272
lowest levels, unfolded smooth gauge [V0]: -0.089380 -0.088801 -0.023206 -0.018781
lowest levels, unfolded B-real gauge [V0]: 0.066781 0.081941 0.084160 0.084204
largest change of any sorted level [V0]:
  correct, new phases: 2.4e-15
  correct, new representatives: 2.0e-15
  W missing, new phases: 2.1e-15
  W missing, new representatives: 0.251760
  W missing against correct: 0.241230
  random gauge 1 against correct: 0.109918
  random gauge 2 against correct: 0.166751
  smooth gauge against correct: 0.171248
  B-real gauge against correct: 2.1e-15
largest B-real form-factor change: 1.731167
largest violation of rho(-q) = rho(q)^dagger:
  correct: 2.5e-16
  W missing: 2.2e-16
  random gauge 1: 1.999987
  smooth gauge: 1.964214
  B-real gauge: 7.9e-15
```
